# Why a Hotter Precursor Source May Not Deliver More

**Q:** My reactor gets too little precursor. The source is a liquid at 360 K with carrier gas bubbling through it, so I will heat it to 380 K. Vapour pressure rises steeply with temperature, and the delivery must follow.

**A:** Let us first put numbers on that. I assume that the carrier leaves the source saturated, that the gas is ideal, and that a controller fixes the molar carrier flow \(F_c\). How does the vapour pressure depend on temperature?

**Q:** By the Clapeyron equation, \(dp/dT=\Delta H/(T\,\Delta v)\). The liquid volume is negligible beside the vapour volume, so \(\Delta v\approx RT/p\), and

\[
\frac{d\ln p}{dT}=\frac{\Delta H}{RT^2}.
\]

With constant \(\Delta H\), integration from a reference point gives

\[
p_{\rm sat}(T)=p_{\rm ref}\exp\!\left[-\frac{\Delta H}{R}\left(\frac1T-\frac1{T_{\rm ref}}\right)\right].
\]

**A:** Take \(\Delta H=70\) kJ/mol and 1 Torr at 360 K as round model values. The pressure at 380 K is then 3.42 Torr. Now the flow. At total pressure \(P\), precursor and carrier share the gas in the ratio of their partial pressures, \(p\) and \(P-p\). The molar precursor flow is therefore

\[
F=F_cX,\qquad X=\frac{p}{P-p}.
\]

Let \(P=50\) Torr and the carrier flow be 50 sccm, which is 2230.8 µmol/min. At 360 K,

\[
F=2230.8\times\frac{1.000}{49.000}=45.5\ \text{µmol/min},
\]

and at 380 K,

\[
F=2230.8\times\frac{3.4242}{46.5758}=164\ \text{µmol/min}.
\]

**Q:** That is my point: a factor of 3.6.

**A:** It is the flow leaving the source. Is every surface between the source and the reactor at least as hot as the source?

**Q:** No. One stretch of the line sits at 350 K. Some vapour may condense there, but if I send in more, more should come out.

**A:** Let us find how much can stay vapour if the gas comes to equilibrium with that wall. Call the wall temperature \(T_c\), the total pressure there \(P_c\), and the saturation pressure \(p_c=p_{\rm sat}(T_c)\). For each mole of carrier, \(n_{\rm in}\) moles of precursor arrive, \(n\) stay vapour and \(n_{\rm in}-n\) become liquid. The Gibbs energy is

\[
G=n\mu_v+(n_{\rm in}-n)\mu_l+\mu_g,
\]

where \(v\), \(l\) and \(g\) denote vapour, liquid and carrier. I neglect carrier dissolved in the liquid and the small effect of total pressure on \(\mu_l\). Differentiating at fixed temperature and pressure gives

\[
\frac{dG}{dn}=\mu_v-\mu_l+n\frac{d\mu_v}{dn}+\frac{d\mu_g}{dn}.
\]

**Q:** The last two terms look awkward.

**A:** They cancel. The vapour mole fraction is \(y=n/(1+n)\), and the ideal-gas chemical potentials vary as \(RT_c\ln y\) and \(RT_c\ln(1-y)\). The two terms are

\[
RT_c\left(\frac ny-\frac1{1-y}\right)\frac{dy}{dn}=0,
\]

because \(n/y\) and \(1/(1-y)\) both equal \(1+n\). For the remaining difference, recall that liquid and vapour have equal chemical potentials when the partial pressure is \(p_c\). The actual partial pressure is \(yP_c\), so

\[
\frac{dG}{dn}=RT_c\ln\frac{yP_c}{p_c}.
\]

If \(yP_c>p_c\), the derivative is positive and \(G\) falls when \(n\) decreases: vapour condenses. This continues until \(yP_c=p_c\). If the gas arrives with \(yP_c<p_c\), the derivative is negative up to \(n=n_{\rm in}\), and all the precursor stays vapour.

**Q:** So the outgoing partial pressure at the cold wall is either what arrived or \(p_c\), whichever is smaller?

**A:** Yes, for a wall that starts dry. With \(p_s=p_{\rm sat}(T_s)\) and total pressure \(P_s\) at the source,

\[
F=F_c\min\!\left[\frac{p_s}{P_s-p_s},\ \frac{p_c}{P_c-p_c}\right].
\]

If the source does not saturate the carrier, \(p_s\) must be replaced by the partial pressure it actually produces. In your line both total pressures are 50 Torr, and \(p_c=0.5126\) Torr at 350 K. The cap is

\[
F=2230.8\times\frac{0.5126}{49.4874}=23.1\ \text{µmol/min}.
\]

**Q:** Then I am above the cap already at 360 K, and the extra 20 K would give me nothing?

**A:** Nothing more as vapour, if the wall brings the gas to equilibrium and stays at 350 K. At a source temperature of 380 K, 164.0 µmol/min leave the source, 23.1 pass on, and 140.9 condense. That is 86 % of what evaporated. The gas flow can be steady while the liquid on the wall keeps growing. A steady state of the whole line also requires the liquid to drain away, for example back into the source.

**Q:** I still see a driving force. A larger partial pressure at the entrance should push more vapour past the cold stretch before it can reach the wall.

**A:** That objection is right for a short stretch, so we need to find when a wall is efficient, that is, when it brings the gas close to equilibrium. Consider laminar flow in a round tube of radius \(a\), with mean speed \(\bar u\) and \(x=r/a\). The speed profile is \(2\bar u(1-x^2)\). For dilute vapour with constant diffusivity \(D\), and with diffusion along the tube neglected,

\[
2\bar u(1-x^2)\frac{\partial p}{\partial z}
=\frac{D}{a^2}\frac1x\frac{\partial}{\partial x}\left(x\frac{\partial p}{\partial x}\right).
\]

The wetted wall holds \(p=p_c\) at \(x=1\), and the gas enters with \(p=p_s>p_c\). Define

\[
\theta=\frac{p-p_c}{p_s-p_c},\qquad
\zeta=\frac{Dz}{\bar u a^2}=\frac{\pi Dz}{\dot V},
\]

where \(\dot V=\pi a^2\bar u\) is the volume flow. The radius has dropped out, and with \(w=2x(1-x^2)\) the equation becomes

\[
w\,\frac{\partial\theta}{\partial\zeta}
=\frac{\partial}{\partial x}\left(x\frac{\partial\theta}{\partial x}\right).
\]

**Q:** That separates into modes \(f_k(x)e^{-\mu_k\zeta}\).

**A:** Yes, with

\[
(xf_k')'+\mu_k w f_k=0,\qquad f_k(1)=0,
\]

and \(f_k\) regular on the axis. Multiply the equation for \(f_k\) by \(f_j\), subtract the same expression with \(j\) and \(k\) exchanged, and integrate. The derivative terms leave \(x(f_jf_k'-f_kf_j')\), which vanishes at both ends. Modes with different \(\mu\) are therefore orthogonal with weight \(w\). Since \(\theta=1\) at the entrance, the coefficient of \(f_k\) is \(\int wf_k\,dx/\int wf_k^2\,dx\).

The delivered vapour depends on the average of \(\theta\) weighted by the flow, \(\varphi=\int w\theta\,dx/\int w\,dx\). Thus

\[
\varphi=\sum_k A_ke^{-\mu_k\zeta},\qquad
A_k=\frac{\left(\int_0^1wf_k\,dx\right)^2}
{\int_0^1w\,dx\,\int_0^1wf_k^2\,dx}.
\]

All \(A_k\) are positive, and they add up to 1 because \(\varphi=1\) at the entrance.

**Q:** How do you get the lowest mode?

**A:** Put \(\mu=\lambda^2/2\), \(s=\lambda x^2\) and \(f=e^{-s/2}M(s)\). The chain rule gives \((xf')'/x=4\lambda(sf_{ss}+f_s)\). Insert the derivatives of \(f\) and divide by \(4\lambda e^{-s/2}\):

\[
sM''+(1-s)M'-\left(\tfrac12-\tfrac{\lambda}{4}\right)M=0.
\]

This is Kummer's equation. Its regular solution is \(M={}_1F_1(\tfrac12-\tfrac\lambda4;1;s)\), and the wall condition is \(M=0\) at \(s=\lambda\). Numerical root finding for the lowest root, and quadrature for the weight, give \(\mu_1=3.657\) and \(A_1=0.819\). Hence

\[
p_{\rm out}=p_c+\varphi(p_s-p_c),\qquad
\varphi\approx0.819\,e^{-3.657\,\zeta}.
\]

**Q:** May I drop the other modes for a short wall?

**A:** We can bound them. At \(\lambda=6\) the Kummer function is the polynomial \(1-6x^2\), with a single zero between axis and wall. The zeros move inward as \(\lambda\) grows, and the second mode needs a second zero to have reached the wall. It therefore has \(\lambda>6\), or \(\mu_2>18\). All higher modes together contribute less than \(0.181\,e^{-18\zeta}\).

Now take a diffusivity of 0.76 cm²/s at 50 Torr and \(\dot V=16.23\) cm³/s, both at the wall temperature. If your cold stretch is 20 cm long,

\[
\zeta=\frac{\pi(0.760)(20)}{16.23}=2.94,\qquad
\varphi=1.7\times10^{-5}.
\]

For a cold fitting 2 cm long, \(\zeta=0.294\) and \(\varphi=0.279\). There the omitted modes add less than 0.001 to \(\varphi\). Diffusion along the tube, which we neglected, lowers \(\varphi\) for this short fitting by roughly 1 % of its value and raises it for the long stretch by about 2 %.

**Q:** So the fitting lets through 28 % of the excess partial pressure. What does that do to the flow?

**A:** For a 380 K source the mean outgoing pressure is

\[
p_{\rm out}=0.5126+0.2793(3.4242-0.5126)=1.326\ \text{Torr}.
\]

The carrier balance turns this into 60.8 µmol/min. The table holds carrier flow, total pressure and a 350 K wall fixed. Flows are in µmol/min; the last column is for the 2 cm fitting.

| \(T_s\) (K) | No cold spot | Ideal cap | Short |
|---:|---:|---:|---:|
| 330 | 5.3 | 5.3 | 5.3 |
| 340 | 11.3 | 11.3 | 11.3 |
| 350 | 23.1 | 23.1 | 23.1 |
| 360 | 45.5 | 23.1 | 29.3 |
| 370 | 87.2 | 23.1 | 40.7 |
| 380 | 164.0 | 23.1 | 60.8 |

Heating the source from 360 to 380 K raises delivery through the short fitting by 107 %. Through the 20 cm stretch the rise is about 0.01 %. Your belief holds below the onset of condensation, and in a weakened form behind an inefficient cold spot.

**Q:** Could I make the long stretch inefficient by lowering the pressure?

**A:** Not in this model at fixed molar carrier flow. Both \(D\) and \(\dot V\) vary as \(1/P\), so \(\zeta\) is unchanged. A larger carrier flow does reduce \(\zeta\), and a shorter cold stretch does too.

Pressure matters in another way. Suppose a valve lies between the source and the cold wall, with 50 Torr before it and 25 Torr after it. The mole fraction is unchanged through the valve, so condensation begins when

\[
\frac{p_s}{P_s}=\frac{p_c}{P_c}.
\]

Take logarithms and insert the vapour-pressure formula:

\[
-\frac{\Delta H}{R}\left(\frac1{T_s}-\frac1{T_c}\right)=\ln\frac{P_s}{P_c}.
\]

The onset temperature of the source is therefore given by

\[
\frac1{T_{\rm on}}=\frac1{T_c}-\frac{R}{\Delta H}\ln\frac{P_s}{P_c}.
\]

For a 350 K wall this is 360.4 K, and the cap is 46.7 µmol/min. At equal pressures the logarithm vanishes and the onset is at \(T_s=T_c\). The cold wall caps the partial pressure; the molar flow also depends on how much carrier accompanies it.

**Q:** Back in my 50 Torr line, which temperature should I change?

**A:** The wall temperature. In the capped regime,

\[
\ln F=\ln F_c+\ln p_c-\ln(P-p_c).
\]

At fixed \(F_c\) and \(P\),

\[
\frac{d\ln F}{dT_c}
=\left(\frac1{p_c}+\frac1{P-p_c}\right)\frac{dp_c}{dT_c}
=\frac{\Delta H}{RT_c^2}\,\frac{P}{P-p_c}.
\]

The last step uses \(dp_c/dT_c=p_c\Delta H/(RT_c^2)\). At 350 K the result is 6.9 % per kelvin. If you bring the whole line above 360 K, your present source can deliver its 45.5 µmol/min without being heated further. Once the wall is warmer than the onset condition allows, the source sets the flow again.

**Q:** Here is a test I could make. I cool the source to 340 K. If delivery stays the same, does that prove the source temperature never mattered?

**A:** No, because the wall may be wet from earlier operation. Gas from a 340 K source arrives below saturation for 350 K, and stored liquid then evaporates into it. While enough wetted length remains, the gas leaves near \(p_c\). The wall supplies the difference between the two flows, so an amount \(m\) of liquid lasts about

\[
t=\frac{m}{F_c(X_c-X_s)},
\]

where \(X_c\) and \(X_s\) are the molar ratios for saturation at the wall and at the source. For 1000 µmol of liquid,

\[
t=\frac{1000}{23.11-11.33}=85\ \text{min}.
\]

To see how the flow falls at the end, I divide the 20 cm wall into 200 cells with equal amounts of liquid. In each cell the exchange is proportional to the departure of the molar ratio from \(X_c\), with a total transfer exponent \(\mu_1\zeta=10.8\), and it stops when the cell is dry. Stepped forward in time, this model takes about 87 min for the outlet flow to fall halfway from the cap to the source value. Your test must last longer than this memory.

**Q:** And while the source is hot, does the cap stay put for as long as I like?

**A:** Only if the wall temperature does. Condensation releases heat. With 140.9 µmol/min condensing,

\[
\frac{140.9\times10^{-6}}{60}\times70\,000=0.164\ \text{W}.
\]

Cooling the carrier from 380 to 350 K, with heat capacity \(7R/2\) per mole, brings the total to 0.197 W. This leaves out the heat given up by the precursor vapour as it cools. For a large molecule with a heat capacity near 400 J/(mol K) that term equals the carrier's, and the total would be 0.23 W. If the wall loses heat to surroundings at 350 K through a conductance \(K\), its temperature \(T_w\) obeys

\[
T_w=350\ {\rm K}+\frac{q(T_w)}{K},
\]

where \(q\) is the heat load recalculated at \(T_w\), here from condensation and carrier cooling only. I solve this numerically for a uniform wall temperature. A well-clamped section with \(K=0.50\) W/K warms by 0.4 K, and delivery ends 2.8 % above the 350 K cap. A poorly cooled one with 0.04 W/K warms by 4.6 K, and delivery ends 37 % above it; with the heat of the cooling precursor vapour included, these become 5.2 K and 43 %. This wall also warms a little with the 360 K source, so for the smaller load the gain from heating the source to 380 K is 29 %. A uniform temperature needs strong conduction along the wall, as in a metal block, because the heat is released near the entrance while the outlet gas is set by the downstream wall. Take instead a thin steel tube (outer diameter 6.35 mm, 16 W/(m K)) with the same conductance spread evenly along it. With insulated tube ends and 0.04 W/K, the entrance warms by 17 to 19 K, the exit by about 0.5 K, and delivery rises by only 4 to 5 %, the larger values applying when the heat of the cooling precursor vapour is included. At 0.50 W/K delivery stays at the cap.

**Q:** So heating the source can raise delivery after all, by warming the cold spot?

**A:** Yes, in the poorly cooled case, to the extent that the heat reaches the downstream end of the cold stretch. The vapour leaving an efficient wall is still close to saturation at the temperature of that end, but that temperature is no longer independent of the source.

The liquid also needs somewhere to go. The bore is 5 mm wide, so the stretch holds \(\pi(0.25)^2(20)=3.93\) cm³. At a liquid molar volume of 300 cm³/mol, the condensate grows by 0.0423 cm³/min. Spread evenly and without drainage, it would fill the bore in about 93 min. It is not deposited evenly: the flow falls from 164.0 to 60.8 µmol/min over the first 2 cm, so about 73 % of the condensate lands there. Unless the liquid spreads or drains, it would fill that part in about 13 min, and the first 5 mm, which take 37 %, in about 6 min.

**Q:** Could the excess pass the cold stretch as fog?

**A:** It could, if droplets formed. They would carry precursor that the vapour cap does not count. In this model heat diffuses 5.6 times as fast as the precursor, so the gas can cool before its excess vapour reaches the wall. I solve the radial equation by finite volumes for both temperature and vapour, starting with saturated gas at 380 K. The local partial pressure reaches 4.9 times saturation at the local gas temperature. This uses the thermal diffusivity of pure carrier and neglects heat conduction along the tube. Including that conduction gives about 4.8, and a vapour heat capacity that halves the ratio of diffusivities gives about 3.4. Both changes raise the barrier found below.

Whether pure vapour then nucleates depends on the energy of a small droplet. With surface tension \(\gamma\), volume per molecule \(v\) and supersaturation \(S\), classical theory gives

\[
\Delta G(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3v}k_BT\ln S.
\]

Setting the derivative to zero gives \(r_*=2\gamma v/(k_BT\ln S)\). Substitution gives the barrier

\[
\Delta G_*=\frac{4\pi}{3}\gamma r_*^2
=\frac{16\pi\gamma^3v^2}{3(k_BT\ln S)^2}.
\]

For \(\gamma=25\) mN/m the lowest barrier found in the gas is 222 \(k_BT\). This uses the molar volume of 300 cm³/mol. Even with the classical prefactor of about \(10^{24}\) cm⁻³ s⁻¹, the Boltzmann factor \(e^{-222}\) makes fog from pure vapour negligible for these values. The barrier scales as \(\gamma^3v^2\), however: the classical rate reaches one droplet per cm³ and second if \(\gamma\) is near 16 mN/m or the molar volume near 150 cm³/mol, so the conclusion must be rechecked for a real liquid. Dust or other particles can provide surfaces on which droplets grow without this barrier, and the estimate does not cover them.

**Q:** You also called the vapour dilute. At 380 K it is almost 7 % of the gas.

**A:** For the long stretch this hardly matters, since the gas ends at saturation anyway. For the short fitting, condensation draws gas towards the wall and carries extra vapour with it. A film model replaces the driving force \(y-y_c\) by \(\ln[(1-y_c)/(1-y)]\), where \(y_c=p_c/P\). Integrated along the fitting with the same transfer exponent \(\mu_1\zeta\), it changes the delivery by 4.9 % relative to the dilute film model. The change is positive, although a stronger flow to the wall alone would lower delivery.

**Q:** Why positive, then?

**A:** Because the film model also counts the carrier balance differently. Its molar ratio obeys \(dX/ds=-\mu_1\zeta\ln[(1-y_c)/(1-y)]\), with \(s\) running from 0 to 1. Since \(X=y/(1-y)\), we have \(dX=dy/(1-y)^2\), and so

\[
\frac{dy}{ds}=-\mu_1\zeta\,(1-y)^2\ln\frac{1-y_c}{1-y}.
\]

To first order in the mole fractions, the logarithm is \((y-y_c)[1+(y+y_c)/2]\), while the prefactor is \(1-2y\). Their product is \((y-y_c)[1-(3y-y_c)/2]\), which is smaller than \(y-y_c\) when \(y>y_c\). One factor \(1-y\) arises because the total gas flow is larger than the carrier flow alone, the other because the total flow shrinks as vapour leaves it. Both slow the fall of \(y\), and together they outweigh the pull towards the wall.

**Q:** How close is all this to a real delivery line?

**A:** The vapour pressure and heat of vaporization are round model values, not data for a particular compound. Flow and pressure are plausible for a carrier-gas line. Twenty centimetres at a uniform 350 K represents a badly heated stretch of pipe; a single cold fitting is closer to the 2 cm case. Real walls have uneven temperatures and limited cooling. In the examples above, a short wall moves the 380 K delivery from 23 to 61 µmol/min, and poor cooling of the long wall raises it by 37 % if that wall has a uniform temperature, but by only 4 to 5 % for a thin steel tube. Decomposition in the hot source and liquid dragged along by the gas are left out. So is vapour drawn without a carrier, where the flow is set by pressure differences.

**Q:** Then I will leave the source at 360 K, heat the cold stretch above it, and wait for any old condensate to clear before I judge the result.

**A:** That addresses the limit you have. If delivery is still too low with the whole line warm and dry, heating the source becomes a useful step, beside a larger carrier flow or a lower total pressure, provided the precursor tolerates it and the line stays above the new onset of condensation.
